# Profile-Likelihood and Normal-Error Intervals for Extrapolated Dielectric Lifetime

## One voltage and a known slope

Put gate capacitors under one fixed voltage and suppose that their breakdown times are exponentially distributed with mean $\eta$. The test stops at a fixed time; $r\ge1$ units have failed and $T$ is the summed time under stress of all units, broken or not. A failure at $t$ contributes the density $\eta^{-1}e^{-t/\eta}$, and a surviving unit contributes the probability $e^{-t/\eta}$ of surviving. With $\theta=\ln\eta$ the log-likelihood is

$$\ell(\theta)=-r\theta-Te^{-\theta}.$$

Setting $\ell'=-r+Te^{-\theta}=0$ gives $e^{\hat\theta}=T/r$. Let $d=\theta-\hat\theta$. Since $Te^{-\theta}=re^{-d}$, twice the drop from the maximum is

$$D=2[\ell(\hat\theta)-\ell(\theta)]=2r(d+e^{-d}-1)=r d^2-\tfrac13 r d^3+\dots$$

The normal-error interval keeps the quadratic term: $d=\pm1.96\,\mathrm{se}$ with $\mathrm{se}=1/\sqrt r$. The likelihood interval keeps the whole function and accepts $D\le c$, where $c=1.96^2=3.84$. Solving $rd^2(1-d/3)=c$ to the next order gives

$$d=\pm\sqrt{c/r}+\frac{c}{6r}.$$

Both likelihood limits lie higher than the normal ones, by an amount that vanishes faster than the width as $r$ grows.

If the normal error is applied to $\eta$ itself, the limits are $\hat\eta(1\pm1.96/\sqrt r)$, and the lower one is negative for $r\le3$. The likelihood interval does not depend on this choice, because relabelling $\theta$ as $e^\theta$ leaves $D$ unchanged.

For a Weibull distribution with known slope $\beta=1/\sigma$, $t^\beta$ is exponential with mean $\eta^\beta$. Errors in $\ln\eta$ are then multiplied by $\sigma$, so $\mathrm{se}=\sigma/\sqrt r$. The real task has an unknown slope, an unknown voltage dependence and a long extrapolation.

## The extrapolated lifetime

Let the scale at voltage $V$ follow a power law, $\eta(V)=\eta_{\rm use}(V/V_{\rm use})^{-n}$, with the same $\sigma$ at all voltages. Write $y=\ln(t/1\,{\rm s})$, $u=\ln(V/V_{\rm use})$ and

$$z=\frac{y-\ln\eta_{\rm use}+nu}{\sigma},\qquad S(t)=\exp(-e^z),$$

where $S$ is the survival probability of a test capacitor and $\eta_{\rm use}$ is in seconds. If breakdown spots form independently over the area, a product of area $A_{\rm use}$ survives only if all its parts do, so $S_{\rm use}=S^{A_{\rm use}/A_{\rm test}}$. Let the fraction $p$ of products have failed at the lifetime. At $u=0$,

$$e^z\frac{A_{\rm use}}{A_{\rm test}}=-\ln(1-p).$$

Taking logarithms gives $z=w$, and hence

$$\theta=\ln\eta_{\rm use}+\sigma w,\qquad w=\ln\!\left[-\ln(1-p)\frac{A_{\rm test}}{A_{\rm use}}\right].$$

For a large product and a small failed fraction, $w$ is strongly negative. An error in $\sigma$ is multiplied by $|w|$, while an error in $n$ is multiplied by the logarithmic distance from the stress voltages to the use voltage.

## A concave likelihood

The density of $y$ is $-dS/dy=\sigma^{-1}e^z\exp(-e^z)$. The density of $t$ has a further factor $1/t$, which contains no parameter and can be dropped. With $\delta_i=1$ for a failure and $0$ for a unit censored at the fixed stopping time,

$$\ell=\sum_i[\delta_i(z_i-\ln\sigma)-e^{z_i}].$$

Choose $\kappa=1/\sigma$, $\alpha=\kappa\ln\eta_{\rm use}$ and $\nu=\kappa n$. Then $z_i=\kappa y_i-\alpha+\nu u_i$ is linear in $\phi=(\kappa,\alpha,\nu)$, and with $r=\sum_i\delta_i$

$$\ell=r\ln\kappa+\sum_i(\delta_i z_i-e^{z_i}).$$

Along a direction $q=(q_\kappa,q_\alpha,q_\nu)$, $z_i$ changes at the rate $\dot z_i=q_\kappa y_i-q_\alpha+q_\nu u_i$, and the second derivative of $\ell$ is

$$-\frac{r q_\kappa^2}{\kappa^2}-\sum_i e^{z_i}\dot z_i^2\le0.$$

It vanishes only if $q_\kappa=0$ and every $\dot z_i=0$. With two different voltages this forces $q_\alpha=q_\nu=0$, so $\ell$ is strictly concave and has at most one maximum.

A finite maximum exists if failures occur at two or more voltages and two distinct failure times occur at one of them. To see this, follow a ray in direction $q\ne0$ with $\kappa$ staying positive.

- If some $\dot z_i>0$, the term $-e^{z_i}$ drives $\ell$ to $-\infty$.
- If no $\dot z_i$ is positive but one is negative for a failure, $\ell$ falls linearly, faster than $r\ln\kappa$ can rise.
- The remaining possibility is $\dot z_i=0$ for every failure. Subtracting this condition for the two distinct times at one voltage gives $q_\kappa=0$; the failures at two voltages then give $q_\alpha=q_\nu=0$, a contradiction.

Thus $\ell\to-\infty$ along every ray. At the edge $\kappa\to0$, the inequality $z-e^z\le-1$ gives $\ell\le r\ln\kappa-r\to-\infty$. Each region $\ell\ge\text{constant}$ is therefore closed, convex and without rays. An unbounded closed convex set contains a ray, so these regions are bounded, and the maximum is attained.

## The profile interval

In the new coordinates $\theta=(\alpha+w)/\kappa$. Fixing $\theta$ means $\alpha=\kappa\theta-w$, a linear constraint, and

$$z_i=\kappa(y_i-\theta)+\nu u_i+w.$$

The profile log-likelihood $\ell_p(\theta)$ is the maximum over the two remaining variables $(\kappa,\nu)$, again a concave problem. The accepted set is

$$D(\theta)=2[\ell_{\max}-\ell_p(\theta)]\le c.$$

It is the image, under $\theta=(\alpha+w)/\kappa$, of the region $\ell\ge\ell_{\max}-c/2$. That region is compact and convex with $\kappa>0$, and the map is continuous there, so the image is one bounded interval. Raising $c$ enlarges it around $\hat\theta$; hence $D$ never decreases as $\theta$ moves away from $\hat\theta$, and each endpoint can be bracketed and bisected.

## The normal-error interval and the limit $c$

Let $J$ be minus the matrix of second derivatives of $\ell$ at the maximum. Differentiating $\theta=(\alpha+w)/\kappa$ gives its gradient

$$g=\left(-\frac{\theta}{\kappa},\frac1\kappa,0\right).$$

For large samples, expanding the score $\nabla\ell$ about the true $\phi_0$ gives $\hat\phi-\phi_0\approx J^{-1}\nabla\ell(\phi_0)$. The score is a sum of independent terms, so it is nearly normal. Differentiating the condition of unit total probability twice shows that its mean is zero and its covariance is the expected $J$. The covariance of $\hat\phi$ is thus about $J^{-1}$, and

$$\mathrm{se}^2=g^TJ^{-1}g.$$

The profile has the same leading behaviour. For a small change $\Delta=\theta-\hat\theta$, minimise $D\approx x^TJx$ over displacements $x$ with $g^Tx=\Delta$. A Lagrange multiplier gives $x=J^{-1}g\,\Delta/(g^TJ^{-1}g)$, so $D\approx\Delta^2/\mathrm{se}^2$. At the true $\theta$ this is approximately the square of a standard normal variable, which fixes $c=3.8415$ for 95%. Both intervals rest on this limit; they differ in the terms beyond it.

One such term can be seen by holding $\ln\eta_{\rm use}$ and $n$ fixed and varying $\sigma$ alone. Choose units with $\hat\sigma=1$, let $a_i$ be the fitted $z_i$, and put $\sigma=1+s$. Then $\kappa-1=-s+s^2+\dots$. The second and third derivatives of $\ell$ with respect to $\kappa$ are $-r-\sum a_i^2e^{a_i}$ and $2r-\sum a_i^3e^{a_i}$. Inserting $(\kappa-1)^2=s^2-2s^3$ and $(\kappa-1)^3=-s^3$ gives the cubic term of $\ell$,

$$s^3\left[\frac{2r}{3}+\sum_i e^{a_i}a_i^2\left(1+\frac{a_i}{6}\right)\right].$$

The bracket is positive when all $a_i\ge-6$. The likelihood then falls more slowly towards large $\sigma$, and since $w<0$, large $\sigma$ means short life. This skew lengthens the lower arm of the interval, opposite to the upward shift in the opening case. Their balance depends on the design.

## Algorithm and numerical error

Both maximizations have the form $z=M\varphi+o$, where $\varphi$ holds the free variables with $\kappa$ first, $M$ is a matrix and $o$ a fixed offset. With $e_1$ the first unit vector,

$$G=M^T(\delta-e^z)+\frac r\kappa e_1,\qquad H=M^T{\rm diag}(e^z)M+\frac r{\kappa^2}e_1e_1^T$$

are the gradient and minus the Hessian.

1. Start the full fit from a least-squares line through $y$ against $u$, treating censored times as failures for this purpose alone.
2. Solve $Hx=G$. Halve the step fraction $\lambda$, starting from 1, until $\kappa>0$ and $\ell$ rises by at least $0.1\lambda G^Tx$. Repeat until $G^Tx<10^{-10}$.
3. Compute $\hat\theta$ and $\mathrm{se}$.
4. For a trial $\theta$, repeat step 2 with the constrained $z$, starting from $\hat\kappa$ and the $\nu$ that gives $z$ a typical mean.
5. Move outward from $\hat\theta$ until $D>c$, then bisect; do this on both sides.

The step is uphill because $G^TH^{-1}G>0$. On the compact region above the starting likelihood, $H$ is continuous and positive definite, so the accepted fractions have a positive lower bound. As $\ell$ is bounded above, $G^TH^{-1}G$ must tend to zero, and the iteration converges.

The quadratic model predicts a remaining rise of $G^Tx/2$, so stopping leaves an error in $D$ of order $10^{-10}$. Near an endpoint $|dD/d\theta|\approx2(1.96)/\mathrm{se}$, which turns this into an endpoint error of order $10^{-10}\,\mathrm{se}$. The 34 bisections used here leave an error of similar order. The error that matters is statistical: the accepted interval may miss the truth too often.

To measure coverage no endpoints are needed. The profile interval contains the true $\theta$ when $D(\theta_{\rm true})\le c$, which takes two fits per simulated sample. In a test on 400 samples, explicit endpoints gave the same decision every time.

The result applies beyond one parameter set. Replace $y$ by $c_0+c_1u+by$ with $b>0$, and $\theta$ by $c_0+b\theta$. Choosing $\kappa'=\kappa/b$ and $\nu'=\nu-c_1\kappa/b$ leaves every $z_i$ unchanged, while $r\ln\kappa$ changes by a constant that cancels in $D$. Coverage therefore depends on the voltages and sample sizes, on $w$, and on the standardized censoring positions $(\ln t_c-\ln\eta_j)/\sigma$, where $t_c$ is the stopping time and $\eta_j$ the scale at voltage $j$.

## A gate-stack example

Take $\beta=1.1$, $n=38$ and a scale of 2000 s at 2.15 V. Ten capacitors of area $10^{-6}$ cm² are stressed at each of 2.00, 2.15 and 2.30 V until $10^4$ s. The product has $10^{-2}$ cm² of gate area, operates at 1.0 V, and may fail in a fraction $10^{-4}$ of cases. Then $w=-18.42$ and

$$\theta_{\rm true}=\ln2000+38\ln2.15-\frac{18.42}{1.1}=7.60+29.09-16.75=19.94,$$

or 14.5 years.

In one simulated data set only two of the ten units at 2.00 V fail; all others fail. The fit gives $\hat\beta=1.131$, $\hat n=41.9$ and a scale of 1953 s at 2.15 V, so that $\hat\theta=23.37$, or 448 years. Of the excess of 3.43 over the truth, $(41.91-38)\ln2.15=2.99$ comes from the exponent and 0.46 from the slope; the scale contributes $-0.02$.

With $\mathrm{se}=3.84$, the normal-error interval is $23.37\pm7.53$, or 0.24 to $8.3\times10^5$ years. The profile interval runs from 14.92 to 30.64, or 0.096 to $6.4\times10^5$ years. Both contain the truth, and neither would support a ten-year claim. The profile's lower limit is 0.4 times the normal one. The normal error applied directly to time gives a lower limit of $448(1-7.53)\approx-2900$ years.

## Measured coverage

Each row below uses 6000 samples, with both methods applied to the same samples. An optimistic miss is an interval wholly above the true lifetime. The Monte Carlo error of a coverage near 95% is about 0.28 percentage points.

| Units per voltage | Profile coverage, % | Normal coverage, % | Optimistic misses, profile / normal, % |
|---|---|---|---|
| 5 | 91.6 | 89.0 | 7.1 / 10.5 |
| 10 | 93.4 | 92.5 | 4.9 / 6.5 |
| 20 | 94.9 | 94.6 | 3.7 / 4.5 |
| 40 | 95.1 | 94.7 | 3.3 / 3.9 |

The profile is closer to 95% in every row, clearly so with 5 units per voltage. With 40 the difference from 95% is not resolved for the profile and barely exceeds the Monte Carlo error for the normal interval. The misses remain unbalanced, however: a symmetric 95% interval would have 2.5% on each side. A lower profile limit used alone as a 97.5% guarantee is still too optimistic with 40 units per voltage, at 3.3% misses.

With 10 units per voltage the mean of $\hat\sigma/\sigma$ is 0.951. Since $\hat\theta$ contains $\hat\sigma w$, this alone raises its mean by $0.049\times18.42/1.1=0.82$, most of the observed mean error of 1.01. A low $\hat\sigma$ also shrinks the calculated standard error. Multiplying $\mathrm{se}$ by $\sigma/\hat\sigma$, possible in a simulation where $\sigma$ is known, lowers the optimistic normal-error misses from 6.5% to 2.8% and raises the pessimistic ones from 1.0% to 1.8%. The misses are thus sensitive to the error scale, but this comparison does not isolate their cause: the rescaling removes the mean bias of $\hat\sigma$ together with its fluctuations, and it also changes how the error varies with $\hat\theta$. The correlation between $\hat\theta$ and the calculated $\mathrm{se}$ is only $-0.09$.

Among 400 of these samples the median lower and upper profile arms are 7.99 and 6.69, against 7.04 for the normal interval. For this design the lower arm is typically the longer one. This is the direction of the skew found above for $\sigma$ varied alone, and opposite to the upward shift of the opening case.

The simulated 95% point of $D$ is 4.38 instead of 3.84. Using it as the limit would lengthen the arms by about $\sqrt{4.38/3.84}-1\approx7\%$ in the quadratic approximation. In practice the standardized censoring positions must be estimated, so such a calibration is itself approximate. The normal error on linear time covers the truth in 79% of samples and has a negative lower limit in all of them.

## What the interval leaves out

The parameters are rough values for a thin HfO₂/SiO₂ gate stack with an equivalent oxide thickness of about a nanometre. A slope near one and a voltage exponent of several tens are in the usual range for such films. The assumptions most open to doubt in a real device are the power law down to 1.0 V and a single Weibull line down to a test-area failure probability of $10^{-8}$. The sizes below are for this example.

An exponential law $\eta\propto e^{-\gamma V}$ with the same tangent at 2.15 V has $\gamma=38/2.15=17.67$ V⁻¹. It changes the true $\theta$ by

$$17.67(2.15-1.0)-38\ln2.15=-8.76.$$

The 14.5 years become about 20 hours. At the stress voltages the two laws differ by at most 0.10 in $\ln\eta$, less than the standard error $\sigma/\sqrt{10}=0.29$ of one voltage group even with known slope and no censoring. These data can hardly tell the laws apart. If the exponential law is true and the power law is fitted, coverage with 10 units per voltage falls to 34% for the profile and 25% for the normal interval.

Breakdown may also proceed in two stages. Suppose the first stage is followed by an exponential growth time whose mean is $h=0.1$ of the first-stage scale, also at use voltage. In units of that scale, the early failure probability of the sum is

$$F\approx\int_0^t\beta s^{\beta-1}\frac{t-s}{h}\,ds=\frac{t^{\beta+1}}{h(1+\beta)}.$$

The low-percentile slope is now $\beta+1$. Setting $F=10^{-8}$ gives $\ln t=-9.515$ instead of $-16.746$, a shift of $+7.23$ at fixed first-stage parameters. A fit to final breakdown times would also change those parameters. In this example its slope comes out above the first-stage $\beta$, which already lengthens the extrapolated lifetime, so the shift at fixed parameters overstates the error of such a fit and cannot serve as a correction.

Smaller errors come from the measurement. A series resistance of 100 Ω with 100 A/cm² at 2.15 V, rising as $V^6$, removes 10 mV there; ignoring it shifts the extrapolated $\theta$ by about $-0.5$, as estimated from a straight line through the three log scales. A 2 K temperature error at 398 K with an activation energy of 0.6 eV changes $\theta$ by 0.09 if it is the same at all stress voltages. An error that grows with voltage, as from self-heating, enters the exponent instead: unnoticed heating of 0, 1 and 2 K at the three voltages raises $n$ by about $0.087/\ln(2.30/2.00)\approx0.63$, which adds $0.63\ln2.15\approx0.48$ and lowers the scale at 2.15 V by 0.04, a net shift in $\theta$ of about $+0.4$. These shifts are small beside the standard error of 3.84, whereas the choice of voltage law is not. More units narrow the interval without removing that bias. Lowering all stress voltages by a common factor shortens the distance over which the law must be trusted and by which an error in $n$ is multiplied, but the tests must then run longer to keep the same fractions failing. Lowering only the highest voltages narrows their spread and can enlarge the sampling error. The complete figures are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough typical HfO2/SiO2 stack)
Weibull slope 1.1, voltage exponent 38, scale at 2.15 V 2000 s
use voltage 1.0 V, censoring time 10000 s
test area 1e-06 cm2, product area 1e-02 cm2, failed fraction 1e-04
w = -18.4206; chi-square limit 3.8415; normal factor 1.9600
true theta 19.943 = 14.52 years
2.00 V: scale 31229 s, failure probability before censoring 24.9 %
2.15 V: scale 2000 s, failure probability before censoring 99.7 %
2.30 V: scale 154 s, failure probability before censoring 100.0 %
ONE DATA SET
2.00 V, 8 censored, failures (s): 464 7444
2.15 V, 0 censored, failures (s): 509.3 694 766.8 1144 1513 1787 1817 2134 3558 5667
2.30 V, 0 censored, failures (s): 4.832 11.96 14.64 78.39 85.28 86.06 122 179.3 185.2 315.2
fit: slope 1.131, exponent 41.91, scale at 2.15 V 1953 s
theta_hat 23.371, se 3.842, lifetime 448 years
normal-error interval: theta 15.842 to 30.901; 0.24 to 8.34e+05 years
profile interval: theta 14.921 to 30.640; 0.0957 to 6.42e+05 years
deviance at true theta 0.736
normal error on linear time: lower limit -2.92e+03 years
COVERAGE in %, 6000 samples per row, Monte Carlo error about 0.28
(misses: optimistic = interval above truth / pessimistic = below)
5 per voltage, 6000 usable: profile 91.55 (7.10/1.35), normal 88.98 (10.48/0.53)
10 per voltage, 6000 usable: profile 93.40 (4.85/1.75), normal 92.52 (6.48/1.00)
20 per voltage, 6000 usable: profile 94.88 (3.65/1.47), normal 94.57 (4.50/0.93)
40 per voltage, 6000 usable: profile 95.07 (3.27/1.67), normal 94.67 (3.92/1.42)
DETAILS for 10 per voltage
mean sigma_hat/sigma 0.951, mean theta error 1.008, rms 4.009
correlation of theta_hat with se -0.094
normal misses with se rescaled to true sigma: optimistic 2.78 %, pessimistic 1.77 %
simulated 95 % point of the deviance 4.376
normal error on linear time: coverage 79.10 %, negative lower limit in 100.00 %
median arms in theta, 400 samples: profile lower 7.987, upper 6.693; normal 7.044
NEGLECTED EFFECTS (shifts of theta)
exponential law, 17.67 per V: shift -8.76, lifetime factor 1.57e-04
largest difference of the two laws at the stress voltages 0.097
coverage if the exponential law is true: profile 33.97 %, normal 25.13 %
progressive second stage, mean 0.1 of the scale: shift +7.23
series resistance 100 ohm, 100 A/cm2 at 2.15 V rising as V^6: loss 10.0 mV, shift -0.50
temperature error 2 K at 398 K, activation energy 0.6 eV: shift size 0.087
```
